# Tension in (001) Silicon Suppresses f Scattering but Leaves g Scattering

## Valleys, transitions and signs

Let $z$ be the normal of a (001) silicon film, with $x$ and $y$ in its plane. The conduction band has six equivalent minima, or valleys, at $\pm k_0$ on the three cubic axes. Here $k_0=0.85\,(2\pi/a)$, with $a$ the lattice constant. The two valleys on the $z$ axis are called the pair.

A phonon can carry an electron from one valley to another in two ways. A **g transition** leads to the opposite valley on the same axis. An **f transition** leads to a valley on a different axis. Each valley has one g partner and four f partners.

The in-plane strain $\varepsilon$ is positive in tension. The splitting $S$ is the energy of the in-plane valley bottoms minus that of the pair. The energy $E$ is kinetic, measured from the bottom of the valley that the electron occupies. The symbol $e$ is the positive elementary charge, and $T$ is the lattice temperature.

The model is a bulk-like, undoped film with few enough electrons for Maxwell-Boltzmann statistics. The valleys are parabolic ellipsoids with masses $m_l=0.92\,m_0$ along their axis and $m_t=0.19\,m_0$ across it. Strain moves the valleys rigidly; masses, phonon energies and couplings are held fixed.

## The belief and its appeal

The belief is that large biaxial tension eliminates intervalley scattering. The pair drops far below the other valleys, an electron in it can no longer reach them, and only acoustic scattering within a valley should remain.

Much of this is right. The pair does drop, f transitions out of it do become rare, and the calculated mobility rises and then levels off, which looks like a scattering process being switched off. An energy diagram strengthens the impression, because it draws the pair as one level. That level stands for two distinct valleys, at $+k_0$ and $-k_0$, and transitions between them cost no strain energy.

## What strain does to the energies

The film surface is free, so the normal stress vanishes. With normal strain $\varepsilon_\perp$,

$$C_{11}\varepsilon_\perp+2C_{12}\varepsilon=0,\qquad \varepsilon_\perp=-\frac{2C_{12}}{C_{11}}\varepsilon .$$

To first order in strain, a valley on axis $i$ shifts by $\Xi_d\,\mathrm{Tr}\,\varepsilon+\Xi_u\varepsilon_{ii}$. The first term is common to all six valleys and cancels in the difference:

$$S=\Xi_u(\varepsilon-\varepsilon_\perp)=\Xi_u\left(1+\frac{2C_{12}}{C_{11}}\right)\varepsilon .$$

With $\Xi_u=9.0$ eV, $C_{11}=166$ GPa and $C_{12}=64$ GPa, a strain of 1.5 % gives

$$S=9.0\times(1+0.771)\times0.015\ \text{eV}=239\ \text{meV},$$

which is $9.25\,kT$ at 300 K, where $kT=25.85$ meV.

The shift contains $\varepsilon_{ii}$, which is the same for the valleys at $+k_0$ and $-k_0$. Symmetry gives this result without the first-order formula. Time reversal turns a state at $\mathbf k$ into one of equal energy at $-\mathbf k$ with reversed spin, and the inversion symmetry of uniformly strained silicon makes the two spin states at each $\mathbf k$ degenerate. Hence $E(\mathbf k)=E(-\mathbf k)$, and uniform strain cannot split the two members of the pair.

The two kinds of transition also use different phonons. A g transition changes the wavevector by $1.70$ along the axis, in units of $2\pi/a$. Subtracting the reciprocal-lattice vector of length 2 leaves a phonon wavevector of length $0.30$ between the valley minima. The valleys are long, so for an electron at $E=kT$ that absorbs a 62 meV phonon the component along the axis ranges from about 0.11 to 0.49; the model uses one phonon energy for all of these. An f transition changes it by, for example, $(0.85,0,-0.85)$. Subtracting $(1,1,-1)$ leaves $(-0.15,-1,0.15)$, of length $1.022$.

## The scattering rate

Take an intervalley potential $D\,u$, where $u$ is the phonon displacement and $D$ a constant coupling. A mode of angular frequency $\omega$ in a crystal of density $\rho$ and volume $V$ has displacement amplitude $\sqrt{\hbar/2\rho V\omega}$. The squared matrix element is therefore

$$|M|^2=\frac{\hbar D^2}{2\rho V\omega}\times
\begin{cases}N&\text{absorption}\\N+1&\text{emission}\end{cases}
\qquad N=\frac{1}{e^{\hbar\omega/kT}-1}.$$

The density of final states follows from the ellipsoid with energy below $E$. Its semi-axes are $\sqrt{2m_lE}/\hbar$ once and $\sqrt{2m_tE}/\hbar$ twice. Dividing its volume by $(2\pi)^3$ gives the number of states per volume, for one spin and one valley:

$$n(E)=\frac{(2m_dE)^{3/2}}{6\pi^2\hbar^3},\qquad m_d=(m_lm_t^2)^{1/3}=0.321\,m_0 .$$

Its derivative is the density of states,

$$g(E)=\frac{(2m_d)^{3/2}\sqrt E}{4\pi^2\hbar^3}\quad(E>0),\qquad g(E)=0\quad(E<0).$$

The phonon does not flip the spin, so one spin is counted. For a final valley higher by $S$, energy conservation reads $E\pm\hbar\omega=S+E'$, with the upper sign for absorption. The golden rule, $(2\pi/\hbar)|M|^2$ times $V$ times the density of final states, gives for $Z$ such valleys

$$W(E)=\frac{\pi D^2Z}{\rho\omega}\left[N\,g(E+\hbar\omega-S)+(N+1)\,g(E-\hbar\omega-S)\right].$$

For f transitions out of the pair, $Z=4$ and $S$ is the strain splitting. Absorption requires $E>S-\hbar\omega$, and emission requires $E>S+\hbar\omega$. For g transitions, $Z=1$ and $S$ is replaced by zero at every strain. The refutation is already contained in this difference.

## The thermal average

To see how fast the f rate falls, average $W$ over a Maxwell distribution in the pair. With $x=E/kT$, the weight is $(2/\sqrt\pi)\sqrt x\,e^{-x}$. Each term needs the integral

$$J(b)=\int_{\max(0,-b)}^\infty\sqrt{x(x+b)}\,e^{-x}\,dx,$$

where $b=(\hbar\omega-S)/kT$ for absorption and $b=-(\hbar\omega+S)/kT$ for emission. Substitute $y=x+b/2$. Then $x(x+b)=y^2-b^2/4$, and for either sign of $b$ the lower limit becomes $|b|/2$. With $q=|b|/2$ and $y=q\cosh t$,

$$J(b)=e^{b/2}q^2\int_0^\infty\sinh^2t\;e^{-q\cosh t}\,dt=e^{b/2}\,qK_1(q),$$

where $K_1$ is the modified Bessel function. Write $H(q)=qK_1(q)$. The phonon factors combine through

$$Ne^{\hbar\omega/2kT}=(N+1)e^{-\hbar\omega/2kT}=\frac{1}{2\sinh(\hbar\omega/2kT)},$$

so that

$$\langle W\rangle=\frac{\pi D^2Z}{\rho\omega}\,g(kT)\,\frac{2}{\sqrt\pi}\,
\frac{e^{-S/2kT}}{2\sinh(\hbar\omega/2kT)}
\left[H\!\left(\frac{|S-\hbar\omega|}{2kT}\right)+H\!\left(\frac{S+\hbar\omega}{2kT}\right)\right].$$

For large $S-\hbar\omega$, use $H(q)\approx\sqrt{\pi q/2}\,e^{-q}$. The exponents of the absorption term add to $-S/kT$. Those of the emission term add to $-(S+\hbar\omega)/kT$, which makes it smaller. Keeping absorption,

$$\langle W_f\rangle\approx\frac{\pi D^2Z}{\rho\omega}(N+1)\,g(S-\hbar\omega)\,e^{-S/kT}.$$

This form shows the trend but is not accurate at the strains used below: it lies 22 % under the full average at $S=239$ meV, where emission still supplies 14 % of the rate. The exponential factor contains the full $S$, although the electron itself needs only $S-\hbar\omega$. The absorbed phonon supplies the rest, and its thermal presence costs the missing factor $e^{-\hbar\omega/kT}$. The square root in $g(S-\hbar\omega)$ slightly reduces the local slope, to $1-kT/[2(S-\hbar\omega)]$ in units of $1/kT$. Near $S=310$ meV this is about 0.95; the full average gives 0.958. This slope is taken with respect to $S$ at fixed temperature. The Arrhenius slope against $1/kT$ is somewhat larger than $S$, because the prefactor also rises with temperature: near 300 K it is 256 meV at $S=239$ meV and 327 meV at $S=310$ meV.

For g transitions, setting $S=0$ makes the two terms in the bracket equal: absorption and emission contribute the same mean rate. With the phonon energy and coupling held fixed, nothing in the result depends on strain. Cooling does reduce it. For $\hbar\omega\gg kT$ the same approximation gives a g rate proportional to $e^{-\hbar\omega/kT}$, so a cold lattice freezes out thermal scattering by a high-energy g phonon where tension does not. Low-energy g phonons freeze out much later: at 77 K weak 12 and 19 meV modes, with $D=0.5$ and $0.8\times10^8$ eV/cm, give about 0.017 ps⁻¹, against 0.0008 ps⁻¹ for the 62 meV mode used below.

## A film at 300 K

Take $\rho=2330$ kg/m³ and rough typical couplings: a 62 meV g phonon with $D=11\times10^8$ eV/cm, and f phonons of 47 and 59 meV, each with $D=2\times10^8$ eV/cm.

For the g phonon, $\pi D^2g(kT)/\rho\omega=2.77$ ps⁻¹ and $\hbar\omega/2kT=1.20$. With $H(1.20)=0.522$ and $2\sinh(1.20)=3.02$,

$$\langle W_g\rangle=2.77\times\frac{2}{\sqrt\pi}\times\frac{2\times0.522}{3.02}\ \text{ps}^{-1}=1.08\ \text{ps}^{-1}.$$

The table gives the mean rates out of the pair and the in-plane mobility $\mu$, averaged over all valleys.

| $\varepsilon$ (%) | $S$ (meV) | f (ps⁻¹) | g (ps⁻¹) | $\mu$ (cm²/Vs) |
|---|---|---|---|---|
| 0 | 0 | 0.504 | 1.08 | 1786 |
| 0.5 | 80 | 0.088 | 1.08 | 2590 |
| 1.0 | 159 | 0.0059 | 1.08 | 2777 |
| 1.5 | 239 | 0.00033 | 1.08 | 2786 |

At 1.5 % strain the f rate has fallen to $6.6\times10^{-4}$ of its unstrained value. The bare exponential $e^{-9.25}$ is $9.6\times10^{-5}$, about seven times smaller, so the quantity that multiplies $e^{-S/kT}$ in the mean rate has grown about sevenfold. Tension has removed the f part, $0.504/(0.504+1.08)=32$ % of the original intervalley rate out of the pair. The other 68 % remains. This share belongs to the couplings chosen here; the last section shows how much it can change.

The suppression has a direction. An electron in a raised valley falls into the pair at a mean rate of 1.73 ps⁻¹, by f transitions. There are few such electrons: a fraction $1.92\times10^{-4}$ of the total. The flow down is $1.92\times10^{-4}\times1.73=3.3\times10^{-4}$ ps⁻¹ per electron in the film, equal to the flow up, as detailed balance demands.

## What the mobility shows

Acoustic scattering is needed for the mobility. For a potential $\Xi\,\nabla\!\cdot\mathbf u$, a phonon of wavenumber $q$ and frequency $\omega=uq$, where $u$ now denotes the sound speed, has $N\approx N+1\approx kT/\hbar uq$. Absorption and emission together give

$$|M|^2=2\,\frac{\hbar\Xi^2q^2}{2\rho Vuq}\,\frac{kT}{\hbar uq}=\frac{\Xi^2kT}{\rho Vu^2},
\qquad W_{ac}=\frac{2\pi kT\,\Xi^2}{\hbar\rho u^2}\,g(E),$$

with the small phonon energy neglected. I use $\Xi=9.0$ eV and $u=9000$ m/s.

In a field $F$ along $x$, write the distribution as $f_0+f_1$, with $f_1$ odd in velocity within each valley. All the rates above depend on energy but not on the direction of the final state. Scattering into a state therefore sums $f_1$ over opposite velocities and gives zero. What is left is $-f_1/\tau$, where $1/\tau$ is the total rate. The force is $-eF$, so in steady state

$$-eFv_x\frac{\partial f_0}{\partial E}=-\frac{f_1}{\tau},\qquad
f_1=-\frac{eF\tau v_x}{kT}f_0,\qquad
\mu=\frac{e}{kT}\langle v_x^2\tau\rangle .$$

On an energy surface, $v_x^2$ averages to $2E/3m_x$, where $m_x$ is the valley's mass along $x$. This separates the gain into stages.

First, put all electrons in the pair but keep the unstrained scattering rates. Then $\tau(E)$ is unchanged, and only the average of $1/m_x$ changes, from $(1/m_l+2/m_t)/3$ to $1/m_t$. The ratio is

$$\frac{3}{2+m_t/m_l}=1.36,$$

which raises the mobility from 1786 to 2428 cm²/Vs. Next, remove the f transitions. The mobility becomes 2786 cm²/Vs, a further factor of 1.15. This is the large-tension limit, and the film at 1.5 % has reached it to the digits shown.

The belief would also remove the g transitions. Then $\tau\propto E^{-1/2}$, and the Maxwell average gives

$$\mu=\frac{e}{m_t}\,\frac{4}{3\sqrt\pi}\,\tau_{ac}(kT).$$

With $\tau_{ac}(kT)=0.59$ ps, this is 4112 cm²/Vs, which is 48 % above the actual limit of the model. The plateau therefore marks the end of valley repopulation and of f scattering, with g scattering still at work. Repopulation alone would give a plateau too: without any f transitions the mobility still rises by 1.36 and levels off. At 0.5 % strain the film is 196 cm²/Vs below the limit; incomplete repopulation alone would leave it 93 below, and f scattering out of the pair alone 67 below.

Nor does a large strain gain show that intervalley scattering has vanished. If both f couplings are tripled, the f rates grow ninefold and the unstrained mobility drops to 906 cm²/Vs. The large-tension limit stays at 2786 cm²/Vs, because f transitions no longer enter it. The gain is then a factor of 3.1 instead of 1.56, with the same g scattering left over.

The relaxation-time result was tested against random flights at zero field, with mobility obtained from diffusion. At 0.5 % strain with tripled f couplings, the flights gave 2120 cm²/Vs against 2158 from the formula, and counted f and g rates of 0.791 and 1.081 ps⁻¹ against 0.792 and 1.082. At 1.5 % with the original couplings, they gave 2767 against 2786 cm²/Vs. The finite flight time lowers the diffusion mobility by about 0.7 %, and sampling noise is near 1 %. The flights use the same microscopic rates, so they test the averaging and the transport solution, not the values of $D$.

## Compression and hot electrons

Reverse the strain to 1.5 % compression. The four in-plane valleys are now the low ones. An electron in an $x$ valley still has the two $y$ valleys at its own level, while the two $z$ valleys are raised. Half of its f partners survive, and the mean f rate is 0.252 ps⁻¹, half of 0.504. Nearly complete suppression of f scattering thus requires that the lowered valleys share one axis.

Under tension, it also requires electrons that are not too hot. Suppose a field gives them a Maxwell distribution at temperature $T_e$ while the phonons stay at 300 K. The integral $J(b)$ then contains $T_e$. The absorption term varies mainly as $N e^{-(S-\hbar\omega)/kT_e}$ and the emission term as $(N+1)e^{-(S+\hbar\omega)/kT_e}$. At the two temperatures below, emission is the larger, because $N$ is small. At 1.5 % strain and $T_e=1000$ K, the f rate is 0.19 ps⁻¹; at 2000 K it is 1.03 ps⁻¹, above the unstrained value for thermal electrons. The g rates are 4.6 and 8.1 ps⁻¹. These temperatures are assumed; the fields that would produce them have not been calculated. Parabolic valleys understate the rates for such hot electrons: with a nonparabolicity of 0.5 eV⁻¹ the f rates become 0.30 and 2.0 ps⁻¹ and the g rates about 6 and 14 ps⁻¹. Along its axis the parabola of a pair valley reaches the X point about 125 meV above its bottom, and 41 % and 69 % of the electrons lie above that energy at these two temperatures, so separate ellipsoids are only a rough picture there.

## The model beside a real film

The unstrained model mobility of 1786 cm²/Vs is above the measured value for pure silicon near room temperature, roughly 1400 cm²/Vs. Two omissions act in that direction. At 1.5 % strain, nonparabolic bands with a parameter of 0.5 eV⁻¹ lower the mobility by 12 %, and weakly coupled phonons of 12 and 19 meV (the two weak g modes above and a 19 meV f mode with $D=0.3\times10^8$ eV/cm) lower it by 9 %, each taken alone. At zero strain the two together bring the model to about 1430 cm²/Vs. The 68 % and 48 % figures depend strongly on the couplings, which are uncertain; the survival of g transitions does not. For example, $D=4\times10^8$ eV/cm for the g phonon with $2.5$ and $4.4\times10^8$ eV/cm for the 47 and 59 meV f phonons gives nearly the same unstrained mobility, 1816 cm²/Vs. The g share of the unstrained intervalley rate is then only 10 %, the large-tension limit is 3835 cm²/Vs, and removing g transitions would add only 7 %. The unstrained mobility alone cannot choose between such sets. A strain as high as 1.5 % is not needed to see the plateau: the table shows that it is nearly reached at 1 %. Films strained this much are thin, since the equilibrium critical thickness for misfit dislocations is of order 10 nm, so confinement matters: the two lowest subbands of the pair are 12 meV apart at 10 nm, less than $kT$, and 49 meV apart at 5 nm. With hard-wall subbands in the pair, the g rate is 1.11 ps⁻¹ at 10 nm and 1.16 ps⁻¹ at 5 nm, and the large-tension limit falls to about 2680 and 2490 cm²/Vs.

The sizes of some other neglected effects can be estimated. Tension softens the optical phonons: if the g phonon drops by 1.4 meV at 1.5 %, a typical size for the zone-centre shift, the g rate rises to 1.17 ps⁻¹ and the large-tension limit falls to about 2720 cm²/Vs. The shear potential $\Xi_u$ also makes acoustic scattering depend on direction; for $\Xi_d$ between $-12$ and $+5$ eV this moves the mass factor 1.36 to between 1.29 and 1.39. For a spherical valley of mass $m_d$, the largest acoustic phonon energy at $E=kT$ is $2u\sqrt{2m_dkT}=5.5$ meV. Along the long axis of the real ellipsoid, $m_l$ replaces $m_d$ and the energy is about 9 meV, roughly a third of $kT$. At $10^{17}$ cm⁻³ the electron density is 1 % of the pair's effective density of states, so degeneracy is weak, although dopants at that density would add scattering. Channel densities are much higher: $10^{13}$ cm⁻² in 10 nm is $10^{19}$ cm⁻³, where the Fermi level lies 12 meV inside the pair. With Fermi-Dirac statistics and bulk valleys at 1.5 % strain, the phonon-limited mobility is then about 2290 cm²/Vs, the f rate is still only 0.0005 ps⁻¹, and removing g transitions would add 57 %. Hard-wall confinement in a 10 nm film adds 16 meV to the splitting of the lowest levels. With all hard-wall subbands included, the f rate at 1.5 % strain falls to 0.68 of the bulk value, a weaker effect than the factor 0.55 that a rigid 16 meV shift would give. The model also leaves out surface roughness and charged centres, which scatter electrons in a transistor channel. Inversion-layer mobilities are roughly several hundred cm²/Vs, several times below the values here. Where such added scattering dominates, removing g scattering would change the total mobility by a smaller fraction than in this model. The full numerical output follows.

## Calculated quantities

```
temperature 300 K, kT 25.85 meV
masses ml 0.92, mt 0.19, density-of-states 0.321 m0
density 2330 kg/m3, sound speed 9000 m/s
acoustic potential 9.0 eV, shear potential 9.0 eV
C11 166 GPa, C12 64 GPa
g phonon 62 meV, D 11.0 x 1e8 eV/cm
f phonon 47 meV, D 2.0 x 1e8 eV/cm
f phonon 59 meV, D 2.0 x 1e8 eV/cm
valley position 0.85 x 2pi/a
folded wavevector g 0.300, f 1.022 x 2pi/a
normal/in-plane strain ratio -0.771
strain %, split meV, mean f and g rates out of pair 1/ps, mobility cm2/Vs:
  0.0  0.0  5.043e-01  1.0815  1786
  0.5  79.7  8.797e-02  1.0815  2590
  1.0  159.4  5.885e-03  1.0815  2777
  1.5  239.1  3.323e-04  1.0815  2786
f suppression factor at 1.5 % 6.59e-04
activation energy / splitting near 310 meV 0.958
pair electrons able to absorb 59 meV f phonon 3.00e-03
population of raised valleys at 1.5 % 1.92e-04
f rate from raised valley down to pair 1.727 1/ps
mobility relaxed 1786 cm2/Vs
  all in pair, f kept 2428 cm2/Vs, ratio 1.360
  f removed, g kept 2786 cm2/Vs, ratio 1.148
  g also removed 4112 cm2/Vs, ratio 1.476
f couplings tripled: relaxed 906, limit 2786 cm2/Vs
random flights / formula, 0.5 % strain, f couplings tripled:
  mobility 2120 / 2158 cm2/Vs
  f rate 0.7910 / 0.7917 1/ps
  g rate 1.0811 / 1.0815 1/ps
random flights / formula, 1.5 % strain, main couplings:
  mobility 2767 / 2786 cm2/Vs
  g rate 1.0814 / 1.0815 1/ps
compression 1.5 %: f rate out of lowered valley 0.2523 1/ps
nonparabolicity 0.5 1/eV: mobility change -11.6 %
weak 12 and 19 meV phonons: mobility change -8.7 %
largest acoustic quantum at energy kT 5.5 meV
degeneracy n/Nc at 1e17 cm^-3 0.0109
confinement in 10 nm film adds 15.7 meV to splitting
electrons at 1000 K, 1.5 %: f 0.1910, g 4.633 1/ps
electrons at 2000 K, 1.5 %: f 1.0296, g 8.062 1/ps
```
